\section*{Etch Rates from Silicon Hemispheres and the Error of Orientation Drift, part 1}

(Sections cited here and not found follow in the second part.)

\section{How the hemisphere evolves and what the radius measures}

\subsection{The fault to be controlled}

A silicon hemisphere offers many crystal orientations to an etchant at once. Its radius is measured along many rays before and after etching, and the loss of radius divided by the etch time is read as the etch rate of the orientation that lay on each ray at the start. This reading assumes that the orientation stays on its ray. It does not: where the rate varies with orientation, the surface turns while it recedes, and the ray then samples a faster orientation than the one assigned to it.

The relative error can become very large at a slow plane where the rate has a sharp minimum. In the example treated below, a plane with a true rate of $0.010\,\mu\mathrm{m/min}$ appears to etch at $0.039\,\mu\mathrm{m/min}$, although the hemisphere has lost less than one per cent of its radius. Longer etching improves the resolution of the depth but enlarges this error. A usable measurement therefore needs the sign of the error, its size, and an upper bound that survives the formation of corners.

\subsection{Assumptions and notation}

Let $\mathbf n$ be the outward unit normal of the etched surface and $V(\mathbf n)>0$ the speed at which a surface element recedes along its normal. Rays from the centre of the original sphere are labelled by unit vectors $\mathbf m$. The initial radius is $R_0$, the etch time is $t$, and the radius found along $\mathbf m$ is $r(\mathbf m,t)$. The apparent rate is
\begin{equation}
V_{\rm app}(\mathbf m,t)=\frac{R_0-r(\mathbf m,t)}{t}.
\label{app}
\end{equation}
The assumptions are as follows.

\paragraph{A1 (local rate).} $V$ depends on orientation alone, not on position, time or curvature. It has a Lipschitz constant $G$: if two normals enclose the angle $\theta$, their rates differ by at most $G\theta$. Angles are in radians, so $G$ is a rate per radian.

\paragraph{A2 (base).} The flat base lies on a mirror plane of the crystal, is protected, and exposes no new surface at its rim. The hemisphere then evolves as the upper half of a full sphere with mirror-symmetric rates. The full body is called $K_t$; it is closed and changes continuously with time.

\paragraph{A3 (ordering).} A half-space that contains $K_0$, and whose face recedes at the rate of its own normal, continues to contain $K_t$. A ball that lies in $K_0$, and whose surface recedes at each normal at least as fast as $V$, stays inside $K_t$ while its radius is positive.

\paragraph{A4 (moderate depth).} $tV(\mathbf n)<R_0$ for every $\mathbf n$.

Assumption A3 expresses the local rate law at first contact. Two smooth surfaces that touch have a common normal there, so the one that recedes no more slowly cannot overtake the other from inside. At a corner the normal is undefined and the local law is silent. A3 then supplies the missing rule: a protruding corner cannot remain outside a plane that recedes at its proper rate.

\paragraph{Theorem.} Under A1 to A4:

(i) $V_{\rm app}(\mathbf m,t)\ge V(\mathbf m)$, and $V_{\rm app}$ does not decrease with $t$.

(ii) If $V$ has three continuous derivatives near $\mathbf m$, then
\begin{equation}
V_{\rm app}=V+\frac{t}{2R_0}|\nabla V|^2+O(t^2),
\label{lead}
\end{equation}
where $\nabla$ is the gradient on the unit sphere and all rates are taken at $\mathbf m$.

(iii) If $s=tG/r(\mathbf m,t)<1$, then, with corners allowed,
\begin{equation}
0\le V_{\rm app}-V\le \frac{r}{t}B(s),\qquad
B(s)=s\arcsin s+\sqrt{1-s^2}-1 .
\label{bound}
\end{equation}

Parts (i) and (ii) are proved in this half, part (iii) in the second.

\subsection{The etched body as an intersection of half-spaces}

\paragraph{Lemma 1.} With $h(\mathbf n,t)=R_0-tV(\mathbf n)$,
\begin{equation}
K_t=W_t,\qquad
W_t=\{\mathbf x:\ \mathbf x\cdot\mathbf n\le h(\mathbf n,t)\ \hbox{for all }\mathbf n\}.
\label{body}
\end{equation}

\emph{Proof.} The initial sphere lies in every half-space $\mathbf x\cdot\mathbf n\le R_0$. After time $t$ the face of this half-space stands at $R_0-tV(\mathbf n)$. By A3 it still contains the body. This holds for every $\mathbf n$, so $K_t\subseteq W_t$.

For the reverse inclusion, fix a time $t_0>0$ and a point $\mathbf x_0$ in $W_{t_0}$. Consider a ball whose centre and radius at time $t\le t_0$ are
\begin{equation}
\mathbf c(t)=\frac{t}{t_0}\mathbf x_0,\qquad
\rho(t)=R_0\left(1-\frac{t}{t_0}\right).
\end{equation}
At $t=0$ it is the original sphere. The tangent plane of the ball with normal $\boldsymbol\nu$ stands at
\begin{equation}
\mathbf c\cdot\boldsymbol\nu+\rho
=R_0-t\,\frac{R_0-\mathbf x_0\cdot\boldsymbol\nu}{t_0}.
\end{equation}
Its surface therefore recedes at the speed $(R_0-\mathbf x_0\cdot\boldsymbol\nu)/t_0$. Since $\mathbf x_0$ belongs to $W_{t_0}$, we have $\mathbf x_0\cdot\boldsymbol\nu\le R_0-t_0V(\boldsymbol\nu)$, so this speed is at least $V(\boldsymbol\nu)$. By A3 the ball stays inside $K_t$ for $t<t_0$. As $t\to t_0$ it shrinks to $\mathbf x_0$. Because $K_t$ is closed and changes continuously, $\mathbf x_0$ belongs to $K_{t_0}$. Hence $W_{t_0}\subseteq K_{t_0}$. $\square$

\paragraph{Lemma 2.} The measured radius is
\begin{equation}
r(\mathbf m,t)=\min_{\mathbf n\cdot\mathbf m>0}
\frac{R_0-tV(\mathbf n)}{\mathbf n\cdot\mathbf m}.
\label{min}
\end{equation}
For a ray in the upper hemisphere, a minimizing normal can be chosen in the upper hemisphere.

\emph{Proof.} The point $\rho\mathbf m$ with $\rho\ge0$ lies in the body when $\rho\,\mathbf n\cdot\mathbf m\le h(\mathbf n,t)$ for all $\mathbf n$. By A4, $h>0$, so normals with $\mathbf n\cdot\mathbf m\le0$ impose no restriction. Each other normal requires $\rho\le h/(\mathbf n\cdot\mathbf m)$, and the largest allowed $\rho$ is the smallest of these ratios. The minimum is attained because the ratio is continuous and grows without limit as $\mathbf n\cdot\mathbf m\to0$.

Let $z$ be the coordinate normal to the base, with $m_z\ge0$. If $n_z<0$, reflection gives a normal $\mathbf n'$ with the same rate and with $\mathbf n'\cdot\mathbf m=\mathbf n\cdot\mathbf m-2n_zm_z\ge\mathbf n\cdot\mathbf m$. Its ratio is no larger, so it may replace $\mathbf n$. $\square$

\emph{Proof of part (i).} Choosing $\mathbf n=\mathbf m$ in (\ref{min}) gives $r\le R_0-tV(\mathbf m)$. Substitution in (\ref{app}) gives $V_{\rm app}\ge V(\mathbf m)$. For each fixed $\mathbf n$ the ratio in (\ref{min}) is linear in $t$, and a minimum of linear functions is concave. Thus $r$ is a concave function of $t$ that starts at $R_0$. The slope of its chord from $t=0$ cannot increase with $t$, and $V_{\rm app}$ is minus that slope. $\square$

The error is therefore one-sided. Within this model, drift cannot make an orientation appear slower than it is, and waiting longer cannot reduce the error on a given ray.

\subsection{Where the orientation goes}

There are two ways to follow the drift, and they have opposite directions. First follow one orientation. Suppose $V$ is differentiable at $\mathbf n$ and the plane $\mathbf x\cdot\mathbf n=h$ touches the body at $\mathbf x$. The function $h(\mathbf n')-\mathbf x\cdot\mathbf n'$ is nowhere negative and vanishes at $\mathbf n'=\mathbf n$. Its derivative along every unit tangent $\mathbf e$ is then zero there, which gives $\mathbf x\cdot\mathbf e=\mathbf e\cdot\nabla h=-t\,\mathbf e\cdot\nabla V$. Together with $\mathbf x\cdot\mathbf n=h$ this fixes the point:
\begin{equation}
\mathbf x(\mathbf n,t)=h\,\mathbf n-t\nabla V(\mathbf n).
\label{char}
\end{equation}
The point that carries the normal $\mathbf n$ leaves its initial ray towards slower orientations, by an angle whose tangent is $t|\nabla V|/h$.

Now stay on one ray. Since surface elements move towards the slow side, the element that arrives on the ray comes from the fast side. The ray thus meets a normal that has turned towards faster orientations. The expansion below gives the turn as $t\nabla V/R_0$ to leading order.

The same contact condition shows when an orientation can survive. Along a great circle with arc length $\sigma$, the normal obeys $d^2\mathbf n'/d\sigma^2=-\mathbf n'$. The second derivative of $-\mathbf x\cdot\mathbf n'$ at contact is therefore $+\mathbf x\cdot\mathbf n=h$. Let $H$ be the matrix of second derivatives of $V$ along great circles. A contact requires a non-negative second variation, so
\begin{equation}
R_0I-t\,(VI+H)\ \hbox{has no negative eigenvalue.}
\label{survive}
\end{equation}
This condition is necessary, but not sufficient, because a distant plane may also cut the point away. A sharply curved minimum of $V$ has large positive eigenvalues of $H$ and violates (\ref{survive}) early. The surface then forms an edge or a vertex.

\subsection{The leading error}

\paragraph{Lemma 3.} Every minimizing normal in (\ref{min}) makes an angle $\theta$ with $\mathbf m$ that satisfies
\begin{equation}
\theta\le\frac{\pi^2}{4}\,\frac{tG}{R_0-tV(\mathbf m)}.
\label{local}
\end{equation}

\emph{Proof.} Write $h_m=R_0-tV(\mathbf m)$. The minimum is no larger than $h_m$, so the minimizing normal has $h(\mathbf n)\le h_m\cos\theta$. The Lipschitz condition gives $h(\mathbf n)\ge h_m-tG\theta$. Combining the two,
\begin{equation}
h_m(1-\cos\theta)\le tG\theta .
\end{equation}
For $0\le\theta\le\pi/2$ the sine of $\theta/2$ lies above its chord, $\sin(\theta/2)\ge\sqrt2\,\theta/\pi$. Hence $1-\cos\theta=2\sin^2(\theta/2)\ge4\theta^2/\pi^2$. Dividing by $\theta$ gives (\ref{local}); for $\theta=0$ there is nothing to prove. $\square$

\emph{Proof of part (ii).} Put $\tau=t/R_0$ and $\mathbf g=\nabla V(\mathbf m)$. Let $\boldsymbol\delta$ be the tangent vector whose length is the angle between $\mathbf n$ and $\mathbf m$ and whose direction points from $\mathbf m$ to $\mathbf n$. By Lemma 3 it is enough to consider $|\boldsymbol\delta|=O(\tau)$. There
\begin{align}
V(\mathbf n)&=V+\mathbf g\cdot\boldsymbol\delta
+\tfrac12\boldsymbol\delta\cdot H\boldsymbol\delta+O(\delta^3),\\
\frac1{\mathbf n\cdot\mathbf m}&=\frac1{\cos\delta}
=1+\tfrac12\delta^2+O(\delta^4).
\end{align}
Multiplication of $1-\tau V(\mathbf n)$ by the second line gives
\begin{align}
\frac{h}{R_0\,\mathbf n\cdot\mathbf m}
={}&1-\tau V-\tau\mathbf g\cdot\boldsymbol\delta\nonumber\\
&+\tfrac12\boldsymbol\delta\cdot A\boldsymbol\delta+O(\tau^4),
\quad A=I-\tau(VI+H).
\label{quad}
\end{align}
The omitted terms are of order $\tau\delta^3$ and $\delta^4$, both of order $\tau^4$ here. For small $\tau$ the matrix $A$ is positive. Setting the derivative of the quadratic form to zero gives $\boldsymbol\delta=\tau A^{-1}\mathbf g$, and the form then has the value $-\frac12\tau^2\mathbf g\cdot A^{-1}\mathbf g$. A remainder of order $\tau^4$ shifts a minimum by no more than that order. With $A^{-1}=I+\tau(VI+H)+O(\tau^2)$,
\begin{align}
\frac r{R_0}={}&1-\tau V-\tfrac12\tau^2|\mathbf g|^2\nonumber\\
&-\tfrac12\tau^3\left(V|\mathbf g|^2+\mathbf g\cdot H\mathbf g\right)+O(\tau^4).
\end{align}
Since $V_{\rm app}=(1-r/R_0)/\tau$,
\begin{align}
V_{\rm app}={}&V+\frac{t}{2R_0}|\nabla V|^2\nonumber\\
&+\frac{t^2}{2R_0^2}\left(V|\nabla V|^2+\nabla V\cdot H\nabla V\right)+O(t^3).
\label{next}
\end{align}
This contains (\ref{lead}). $\square$

The factor one half has a simple origin. At time $t$ the normal on the ray has turned by about $t\nabla V/R_0$, so the instantaneous rate there exceeds $V$ by about $t|\nabla V|^2/R_0$. The turn grows linearly from zero, and its average over the etch is half its final value. The obliquity factor $1/\cos\delta$ affects the speed only at the next order.

Equation (\ref{next}) gives one condition for the leading term to suffice. Let $V''$ be the second derivative of $V$ along its gradient. The second correction, relative to the first, is $t(V+V'')/R_0$, and this number should be small. The condition is necessary but not sufficient, because the expansion needs $\tau(VI+H)$ to be small in every direction and throughout the neighbourhood allowed by (\ref{local}). On the floor of a valley of $V$ that is sharply curved across the gradient, $V''$ can vanish while $A$ has a negative eigenvalue. The surface then forms an edge, and the error can be many times the leading term.

A measurement between two non-zero times $t_1<t_2$ does not remove the drift. The radius lost by time $t$ is $tV+t^2|\nabla V|^2/(2R_0)$ to this order. The difference of the two losses, divided by $t_2-t_1$, has the error
\begin{equation}
\frac{t_2^2-t_1^2}{t_2-t_1}\,\frac{|\nabla V|^2}{2R_0}
=\frac{t_1+t_2}{2R_0}|\nabla V|^2 .
\end{equation}
This exceeds the error of a measurement from $0$ to $t_2-t_1$, because the second interval starts with a surface that has already turned.

\section{The bound, the slow plane, and a worked case}

\subsection{What is carried over}

The initial radius is $R_0$, the etch time is $t$, and $\tau=t/R_0$. The true rate for the normal $\mathbf n$ is $V(\mathbf n)$, with Lipschitz constant $G$ per radian. Along the ray $\mathbf m$ the radius is $r$ and the apparent rate is $V_{\rm app}=(R_0-r)/t$. The first half showed that the etched body is the intersection of the half-spaces $\mathbf x\cdot\mathbf n\le h(\mathbf n)=R_0-tV(\mathbf n)$. Consequently $r$ is the minimum of $h(\mathbf n)/(\mathbf n\cdot\mathbf m)$, and $V_{\rm app}\ge V$. At smooth points the leading error is $t|\nabla V|^2/(2R_0)$.

\subsection{Proof of the upper bound}

\emph{Proof of part (iii).} Let $\mathbf n$ be a minimizing normal at the angle $\theta<\pi/2$ from $\mathbf m$. Then $r\cos\theta=R_0-tV(\mathbf n)$, or $R_0=r\cos\theta+tV(\mathbf n)$. Insert this in the error:
\begin{align}
t(V_{\rm app}-V(\mathbf m))
&=R_0-r-tV(\mathbf m)\nonumber\\
&=t[V(\mathbf n)-V(\mathbf m)]-r(1-\cos\theta)\nonumber\\
&\le tG\theta-r(1-\cos\theta).
\label{psi}
\end{align}
The derivative of the last line with respect to $\theta$ is $tG-r\sin\theta$. With $s=tG/r<1$ it is positive for $\theta<\arcsin s$ and negative from there to $\pi/2$. The largest value thus occurs at $\theta=\arcsin s$, where $\cos\theta=\sqrt{1-s^2}$. It equals $r[s\arcsin s-1+\sqrt{1-s^2}]=rB(s)$. Division by $t$ gives (\ref{bound}). $\square$

The two terms in (\ref{psi}) compete. A plane tilted away from the ray may have receded faster, which gains at most $tG\theta$; but it cuts the ray obliquely, which costs $r(1-\cos\theta)$. The proof uses no derivative of $V$, so it covers edges and vertices.

For small $s$, differentiate $B$. The two terms $\pm s/\sqrt{1-s^2}$ cancel and leave $B'(s)=\arcsin s=s+s^3/6+\cdots$. Since $B(0)=0$,
\begin{equation}
B(s)=\frac{s^2}{2}+\frac{s^4}{24}+\cdots,\qquad
\frac rtB(s)\simeq\frac{tG^2}{2r}.
\end{equation}
To leading order $r$ may be replaced by $R_0$. The bound requires a value of $G$ for the true rates; with an underestimate of the steepest slope it is no longer guaranteed.

The drift error is thus never negative, has a known leading term where the rate is smooth, and, for $tG/r<1$, obeys an upper bound that holds even at edges and vertices. It remains to treat a cusped minimum of the rate, to see how far complete data can remove the drift, and to apply the results to a worked case and the choice of etch time.
